Long-wave dispersion of a chain with power-law springs

An infinite chain has equal atoms of mass M at spacing a. Every pair of atoms n spacings apart is joined by a harmonic spring of constant

K_n = K n^(−p), K > 0, n = 1, 2, 3, …

The atoms move along the chain, and u_j is the displacement of atom j from its equilibrium position. The problem asks how the frequency ω of a wave depends on its wave number q when the wavelength is long. Two abbreviations are used throughout:

θ = qa, ω0 = sqrt(K/M).

A wave exp(ijθ) on the atoms is unchanged when θ is replaced by θ + 2π, and replacing θ by −θ only reverses its direction. So ω is periodic and even in θ, and it is enough to take 0 < θ ≤ π. The symbol ζ(s) = Σ n^(−s), for s > 1, is the Riemann zeta function, and sums over n start at 1 unless marked otherwise.

**(a) Derive the dispersion relation. For which p does it give a finite frequency?**

The potential energy counts each spring once:

U = ½ Σ_j Σ_n K_n (u_{j+n} − u_j)².

Atom j is attached to one atom at distance n on its right and one on its left. The force −∂U/∂u_j therefore gives

M ü_j = Σ_n K_n (u_{j+n} + u_{j−n} − 2u_j).

Insert the wave u_j = A exp[i(jθ − ωt)]. The left side becomes −Mω² u_j. On the right,

e^(inθ) + e^(−inθ) − 2 = −2(1 − cos nθ).

Cancelling −u_j and dividing by M,

ω² = 2ω0² S(θ), S(θ) = Σ_n n^(−p) (1 − cos nθ).

No term is negative, so the chain is stable. Each term is at most 2n^(−p), so the sum converges for p > 1.

For p ≤ 1 it diverges. Because n^(−p) ≥ 1/n there, it suffices to show this for p = 1. The partial sums of cos nθ are bounded, since the geometric sum gives

|Σ_{n≤N} e^(inθ)| = |e^(iNθ) − 1| / |e^(iθ) − 1| ≤ 1/sin(θ/2).

By Dirichlet's test Σ cos(nθ)/n then converges, while Σ 1/n grows as ln N. Their difference S grows as ln N too. Numerically, at a wavelength of ten spacings, the terms from n = 10⁵ to 10⁶ add 2.30259, which is ln 10 to the digits shown. From here on p > 1.

**(b) Try the usual long-wave expansion 1 − cos nθ ≈ n²θ²/2. When is it justified, and what does it give?**

However small θ is, the sum contains terms with nθ > 1, for which the expansion is wrong. It has to be shown that they do not matter. Write

S/θ² = Σ_n n^(2−p) g(nθ), g(x) = (1 − cos x)/x².

Since 1 − cos x = 2 sin²(x/2) ≤ x²/2, we have g ≤ ½, and g(x) → ½ as x → 0.

Let p > 3. Then Σ n^(2−p) converges. The terms beyond some N contribute at most ½ Σ_{n>N} n^(2−p), which can be made as small as desired by the choice of N, whatever θ is. In the remaining finite sum each g(nθ) tends to ½. Hence

S/θ² → ½ ζ(p−2),

ω ≈ ω0 sqrt(ζ(p−2)) θ for p > 3.

This is ordinary sound, with speed aω0 sqrt(ζ(p−2)).

Let p ≤ 3. For any fixed N, the first N terms alone make S/θ² tend to at least ½ Σ_{n≤N} n^(2−p). That sum grows without limit with N, so S/θ² → ∞. The ratio ω/q then diverges as q → 0, and there is no finite sound speed. The border p = 3 arises because a spring of length n is stretched by a long wave in proportion to n, and its energy carries the factor n² n^(−p).

**(c) For 1 < p < 3, find the power of q.**

The product nθ is 2π times the spring length divided by the wavelength. Use it as the variable. With n^(−p) = θ^p (nθ)^(−p),

S = θ^(p−1) · [θ Σ_n f(nθ)], f(x) = (1 − cos x)/x^p.

The bracket is a Riemann sum with step θ. The range is infinite and f may be singular at x = 0, so its limit needs an argument.

Define a step function h(x) = f(nθ) for (n−1)θ < x ≤ nθ. Its integral over x > 0 equals the bracket, and h(x) → f(x) at every x > 0 as θ → 0. Dominated convergence gives the limit if h lies below an integrable function that does not depend on θ. Let θ ≤ 1 and y = nθ, so that x ≤ y < x + 1. From 1 − cos y ≤ y²/2 and 1 − cos y ≤ 2:

- For x ≥ 1: h ≤ 2y^(−p) ≤ 2x^(−p), integrable because p > 1.
- For x < 1 and 2 ≤ p < 3: h ≤ ½ y^(2−p) ≤ ½ x^(2−p), integrable because p − 2 < 1.
- For x < 1 and 1 < p < 2: y < 2, so h ≤ ½ · 2^(2−p) < 1.

Therefore

S/θ^(p−1) → C_p = ∫_0^∞ (1 − cos x) x^(−p) dx,

ω ≈ ω0 sqrt(2C_p) θ^((p−1)/2) for 1 < p < 3.

C_p is finite and positive, so the power of q is (p−1)/2. The integral runs over spring lengths measured against the wavelength: springs about as long as the wave contribute a fixed share, however long the wave is.

**(d) Evaluate C_p.**

Replace the power by an integral of exponentials,

x^(−p) = (1/Γ(p)) ∫_0^∞ t^(p−1) e^(−xt) dt.

The integrand of the double integral is nowhere negative, so the order of integration may be exchanged. The x integral is

∫_0^∞ (1 − cos x) e^(−xt) dx = 1/t − t/(t² + 1) = 1/[t(t² + 1)].

With s = p − 1, which lies between 0 and 2,

C_p = J/Γ(p), J = ∫_0^∞ t^(s−1)/(1 + t²) dt.

To find J, integrate z^(s−1)/(1 + z²) around a keyhole contour enclosing the plane cut along the positive real axis, with 0 < arg z < 2π. The small circle of radius ε contributes a term of order ε^s and the large one of radius R a term of order R^(s−2). Both vanish in the limit. The upper edge of the cut gives J. The lower edge is traversed inward and carries the phase e^(2πi(s−1)) = e^(2πis), so it gives −e^(2πis) J.

At a pole z² = −1 the residue is z^(s−1)/(2z) = z^(s−2)/2. For z = e^(iπ/2) this is −½ e^(iπs/2), and for z = e^(3iπ/2) it is −½ e^(3iπs/2). The residue theorem gives

(1 − e^(2πis)) J = −πi (e^(iπs/2) + e^(3iπs/2)).

Divide by e^(iπs):

−2i sin(πs) J = −2πi cos(πs/2).

Using sin πs = 2 sin(πs/2) cos(πs/2),

J = π/[2 sin(πs/2)].

At s = 1 the last division is 0/0, but there J = ∫ dt/(1 + t²) = π/2 directly, in agreement. Hence

C_p = π / [2Γ(p) sin(π(p−1)/2)].

For p = 2 this is π/2 = 1.570796, and for p = 2.5 it is 1.671086. Direct quadrature of the defining integral gives the same digits. C_p diverges as p → 3 because the sine vanishes, so the border needs its own treatment.

**(e) Find the law at p = 3, including the constant that accompanies the leading term.**

Differentiate S = Σ n^(−3)(1 − cos nθ) term by term. The first derivative S′ = Σ sin(nθ)/n² converges uniformly, so S′ is continuous and S′(0) = 0. The next derivative is Σ cos(nθ)/n, which by Dirichlet's test converges uniformly on any closed interval inside 0 < θ < 2π. Its value is the real part of Σ zⁿ/n = −ln(1 − z) at z = e^(iθ), reached from |z| < 1 by Abel's theorem:

S″ = −ln|1 − e^(iθ)| = −ln(2 sin(θ/2)).

The logarithm is integrable at zero. Integrating twice with S(0) = S′(0) = 0, and exchanging the order of the two integrations,

S = −∫_0^θ (θ − x) ln(2 sin(x/2)) dx.

For small x, 2 sin(x/2) = x(1 − x²/24 + …), so the logarithm is ln x − x²/24 + O(x⁴). The integrals needed are

∫_0^θ (θ − x) ln x dx = (θ² ln θ − θ²) − (½θ² ln θ − ¼θ²) = ½θ² ln θ − ¾θ²,

∫_0^θ (θ − x) x² dx = θ⁴/3 − θ⁴/4 = θ⁴/12.

Thus

S = ½θ² [ln(1/θ) + 3/2] + θ⁴/288 + O(θ⁶),

ω² = ω0² θ² [ln(1/θ) + 3/2] + O(θ⁴).

As θ → 0 the logarithm outgrows 3/2, and the limiting law is

ω ≈ ω0 θ sqrt(ln(1/θ)) for p = 3.

The argument of the logarithm is the pure number 1/(qa). Writing ln(1/q) implies that q is measured in units of 1/a.

The bare law is reached slowly. Dropping the 3/2 makes the frequency too small by the factor sqrt(1 + 3/(2 ln(1/θ))), up to terms of relative order θ². The full frequency divided by the bare law is 1.1384 at a wavelength of 1000 spacings and still 1.0747 at 100000 spacings. With the 3/2 kept, the ratio is 1.00000 already at 100 spacings.

**(f) Suppose the springs end at a largest range R, so that K_n = 0 for n > R. What happens to the anomalous laws?**

The sum is now finite. When θR ≪ 1 every term can be expanded, for any p, and

ω ≈ ω0 θ sqrt(Σ_{n≤R} n^(2−p)).

The linear law returns, so the anomalous behaviour at q → 0 is due to the unlimited tail of the springs. For p = 2 each term of the sum is 1 and ω ≈ ω0 θ sqrt(R). With R = 100 the computed ω/(ω0θ) at a wavelength of 100000 spacings is 10.0000, as this predicts.

For 1 < p < 3 the anomalous power survives at intermediate wavelengths. The removed terms amount to at most

2 Σ_{n>R} n^(−p) ≤ 2R^(1−p)/(p−1).

This is small compared with C_p θ^(p−1) if (θR)^(p−1) is large. The power law then holds approximately for waves much longer than a but much shorter than Ra.

**(g) Take M = 50 u, K = 20 N/m and a = 0.3 nm. Find ω for p = 2, 3 and 4 at a wavelength of 1000 spacings, and examine how the limits are approached.**

These are round model parameters, not those of a particular material. They give ω0 = sqrt(K/M) = 15.520 rad/ps, and θ = 2π/1000 = 0.006283. The limiting laws, with the 3/2 kept at p = 3, give:

p = 2: ω ≈ 15.520 × 1.7725 × sqrt(0.006283) = 2.181 rad/ps

p = 3: ω ≈ 15.520 × 0.006283 × sqrt(5.070 + 1.5) = 0.250 rad/ps

p = 4: ω ≈ 15.520 × 1.2825 × 0.006283 = 0.125 rad/ps

Here 1.7725 = sqrt(2C_2) = sqrt(π), 5.070 = ln(1/θ) and 1.2825 = sqrt(ζ(2)). The full sums give frequencies ω/2π of 347, 39.8 and 19.9 GHz. Relative to the limiting law, the full frequency is 0.05 % lower for p = 2 and 0.1 % lower for p = 4.

The p = 2 difference can be found in closed form. As in (e), but with one derivative, S′ = Σ sin(nθ)/n is the imaginary part of −ln(1 − e^(iθ)), which is (π − θ)/2. Hence S = πθ/2 − θ²/4 and

ω = ω0 sqrt(πθ) sqrt(1 − θ/(2π)).

For a wavelength of L spacings, θ/(2π) = 1/L. At L = 1000 the last factor is 0.9995.

The ratio ω/q, in km/s, shows the difference between the three cases:

L = 100: 32.8 (p = 2), 9.62 (p = 3), 5.91 (p = 4)
L = 1000: 104 (p = 2), 11.9 (p = 3), 5.97 (p = 4)
L = 100000: 1041 (p = 2), 15.6 (p = 3), 5.97 (p = 4)

For p = 4 it settles at the sound speed 5.972 km/s. For p = 2 it grows as sqrt(L), and for p = 3 only as the root of a logarithm. The model lets the springs act without delay, an assumption that fails once these speeds approach the speed at which the real interaction travels.

The local exponent, the slope of ln ω against ln q, was computed between L = 10000 and L = 100000:

p = 1.5: 0.2500
p = 2: 0.5000
p = 2.5: 0.7484
p = 3: 0.9499
p = 3.5: 0.9981
p = 4: 1.0000

The limiting values are (p−1)/2 up to p = 3 and 1 from there on. The value at p = 3 is not a new power. From ln ω = const + ln θ + ½ ln[ln(1/θ) + 3/2], the slope is

d ln ω/d ln θ = 1 − 1/(2[ln(1/θ) + 3/2]),

which creeps towards 1.

Just above the border the approach is also slow. For 3 < p < 5 the error of the linear law is

½ζ(p−2)θ² − S = Σ_n n^(−p) [n²θ²/2 − 1 + cos nθ].

The bracket lies between 0 and the smaller of (nθ)⁴/24 and (nθ)²/2, so the step-function argument of (c) applies again and shows that this error scales as θ^(p−1). Relative to the leading θ² it is of order θ^(p−3), a small power when p is near 3. For p = 3.5 the full frequency is 0.934 of the linear law at L = 100 and 0.998 at L = 100000. Just below the border the power law of (c) is approached slowly as well. For p = 2.5 the full frequency is 0.944 of it at L = 100 and 0.998 at L = 100000, and for p = 2.9 it is 0.59 and 0.82. An exponent fitted to data over a limited range of q near p = 3, on either side, can therefore differ visibly from the limiting one.

The numerical check evaluates the infinite sums independently of these limiting laws.

Numbers as computed

```
M = 50 u, K = 20 N/m, a = 0.3 nm
w0 = sqrt(K/M) = 15.520 rad/ps
p=1: sum added by n from 1e5 to 1e6 = 2.30259 (no unit)
p=1.5: C_p formula 2.506628, quadrature 2.506628
p=2.0: C_p formula 1.570796, quadrature 1.570796
p=2.5: C_p formula 1.671086, quadrature 1.671086
omega/w0 = prefactor * theta^power in the limit (no unit):
p=1.5: prefactor 2.2390, power 0.25
p=2.0: prefactor 1.7725, power 0.50
p=2.5: prefactor 1.8282, power 0.75
p=3.5: prefactor 1.6163, power 1.00
p=4.0: prefactor 1.2825, power 1.00
local exponent between L = 10000 and 100000 (no unit):
p=1.5: 0.2500
p=2.0: 0.5000
p=2.5: 0.7484
p=3.0: 0.9499
p=3.5: 0.9981
p=4.0: 1.0000
full omega / limiting law (3/2 kept at p=3), L = 100, 100000:
p=1.5: 0.99967, 1.00000
p=2.0: 0.99499, 0.99999
p=2.5: 0.94365, 0.99827
p=3.0: 1.00000, 1.00000
p=3.5: 0.93368, 0.99797
p=4.0: 0.99000, 0.99999
p=3: full omega / bare sqrt-log law (no unit):
L=100: 1.2418
L=1000: 1.1384
L=10000: 1.0970
L=100000: 1.0747
p=3: remainder/theta^4 at L=20: 0.003473, 1/288 = 0.003472
p=2 cut at n=100: exponent 0.99998, omega/(w0 theta) 10.0000
L=1000: theta = 0.006283 rad, q = 0.020944 rad/nm
p=2.0: omega 2.17948 rad/ps, law 2.18057 rad/ps, nu 346.88 GHz
p=3.0: omega 0.24996 rad/ps, law 0.24996 rad/ps, nu 39.78 GHz
p=4.0: omega 0.12495 rad/ps, law 0.12507 rad/ps, nu 19.89 GHz
omega/q in km/s for p = 2, 3, 4:
L=100: 32.759, 9.618, 5.912
L=1000: 104.063, 11.935, 5.966
L=10000: 329.223, 13.869, 5.971
L=100000: 1041.141, 15.565, 5.972
p=4: limiting sound speed = 5.972 km/s
```
